# The first Joyce-Dixon correction and its failure in the degenerate limit

## First derivation: counting states and inverting the density

### What dimensions fix

Consider electrons in a parabolic conduction band with edge $E_c$ and mass $m$, in equilibrium at temperature $T$ with Fermi energy $E_F$. The electrons do not interact. The density $n$ of mobile electrons can then depend only on $E_F-E_c$, $kT$, $m$ and Planck's constant $h$.

The last three quantities form one length. Write it as $h^a m^b (kT)^c$. The powers of mass, time and length require

$$a+b+c=0,\qquad -a-2c=0,\qquad 2a+2c=1 .$$

The second equation gives $a=-2c$. The third then gives $c=-1/2$, so $a=1$, and the first gives $b=-1/2$. The length is therefore proportional to $h/\sqrt{mkT}$, the thermal wavelength up to a number. The density can enter only through $n$ times the cube of this length, and the Fermi energy only through a ratio to $kT$. With

$$\eta=\frac{E_F-E_c}{kT},\qquad r=\frac{n}{N_c},\qquad N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2},$$

the answer must have the form $\eta=\Phi(r)$, with one function $\Phi$ for every mass and temperature. The factor 2 in $N_c$ counts the two spin states, which fill independently and equally. The factor $(2\pi)^{3/2}$ is a convention that will remove a constant from the low-density law.

Both ends of $\Phi$ can be found without calculation. At low density every state is almost empty, and its occupation is proportional to $e^\eta$. So $r$ is proportional to $e^\eta$, and $\Phi$ is $\ln r$ plus a constant. At high density the electrons fill all states up to $E_F$, and $E_F-E_c$ no longer depends on temperature when $n$ is held fixed. Then $\eta\propto T^{-1}$ while $r\propto T^{-3/2}$, which forces $\Phi\propto r^{2/3}$.

The first Joyce-Dixon approximation is

$$\eta_1=\ln r+\frac{r}{\sqrt8}. \tag{1}$$

It has the correct low-density form with a linear correction. At high density it grows as $r$, where dimensions demand $r^{2/3}$. It must therefore fail there, and what remains is to derive its coefficient and to find how far it can be used.

### From states to the Fermi integral

Measured from the band edge, an electron of wave vector $\mathbf k$ has energy $\hbar^2k^2/2m$. Each spin has $d^3k/(2\pi)^3$ states per unit volume, and each state is occupied with the Fermi-Dirac probability $f$. Therefore

$$n=2\int\frac{d^3k}{(2\pi)^3}\,f
=\frac{2\cdot4\pi}{8\pi^3}\int_0^\infty k^2f\,dk
=\frac1{\pi^2}\int_0^\infty k^2f\,dk .$$

The upper limit is infinite because states far above the Fermi energy are empty, so the real top of the band does not matter. Define $x=\hbar^2k^2/(2mkT)$, where the $k$ next to $T$ is Boltzmann's constant. Then

$$k=\frac{\sqrt{2mkT}}{\hbar}\,x^{1/2},\qquad
dk=\frac{\sqrt{2mkT}}{2\hbar}\,x^{-1/2}dx,\qquad
k^2dk=\frac{(2mkT)^{3/2}}{2\hbar^3}\sqrt x\,dx .$$

The density becomes

$$n=\frac{(2mkT)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

To divide by $N_c$, put $h=2\pi\hbar$ in its definition:

$$N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}
=\frac{2(mkT)^{3/2}}{(2\pi)^{3/2}\hbar^3}.$$

The ratio of the two prefactors is

$$\frac{2^{3/2}}{2\pi^2}\cdot\frac{(2\pi)^{3/2}}{2}
=\frac{8\pi^{3/2}}{4\pi^2}=\frac{2}{\sqrt\pi},$$

and so

$$r=F(\eta)=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}. \tag{2}$$

For every $x$ the integrand increases with $\eta$, so $F$ increases too. It runs from zero to infinity, and each positive $r$ belongs to one value of $\eta$.

The same equation covers $M$ equivalent ellipsoidal valleys with principal masses $m_1,m_2,m_3$. The substitution $k_i=\sqrt{m_i/m}\,k_i'$ turns each ellipsoid into a sphere and multiplies the volume element by $\sqrt{m_1m_2m_3}/m^{3/2}$. The sum over valleys is the single-band result if $m^{3/2}=M\sqrt{m_1m_2m_3}$. This defines the density-of-states mass. All valleys must share one edge: if strain separates them, each has its own $\eta$, and a single $r$ no longer suffices.

### The density as a power series

Let $z=e^\eta$, the fugacity measured from the band edge. Multiplying numerator and denominator of the Fermi function by $ze^{-x}$ gives

$$f=\frac1{1+e^x/z}=\frac{ze^{-x}}{1+ze^{-x}} .$$

For $z<1$ the quantity $ze^{-x}$ is below one at every $x\ge0$, and the geometric series gives

$$f=ze^{-x}-z^2e^{-2x}+z^3e^{-3x}-\dots$$

Each term needs the integral

$$\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-jx}dx
=\frac2{\sqrt\pi}\,\frac{\Gamma(3/2)}{j^{3/2}}=\frac1{j^{3/2}}, \tag{3}$$

where the substitution $u=jx$ produces the power of $j$, and $\Gamma(3/2)=\sqrt\pi/2$. The sum of the absolute values, $\sum_j z^j/j^{3/2}$, is finite for $z<1$, which permits integration term by term:

$$r=z-\frac{z^2}{2^{3/2}}+\frac{z^3}{3^{3/2}}-\dots \tag{4}$$

The first term is the Boltzmann law $r=e^\eta$, with no constant left over, which is the reason for the convention in $N_c$. The second term is negative. A state cannot hold two electrons, so Fermi statistics place fewer electrons in the band at a given $\eta$ than the Boltzmann law does.

For $z>1$ the terms of (4) grow without limit and the series diverges. The border $z=1$ is where the Fermi energy meets the band edge. Numerical quadrature of (2) gives $r=0.765$ there.

### Inverting the series

The density is usually known and the Fermi energy is wanted. Near $z=0$ the series (4) is analytic and has slope one, so it has an inverse power series

$$z=r+b_2r^2+b_3r^3+O(r^4).$$

Its powers, to third order, are

$$z^2=r^2+2b_2r^3+O(r^4),\qquad z^3=r^3+O(r^4).$$

Insert these in (4) and collect equal powers of $r$:

$$r=r+\left(b_2-\frac1{\sqrt8}\right)r^2
+\left(b_3-\frac{2b_2}{\sqrt8}+\frac1{3^{3/2}}\right)r^3+O(r^4).$$

Both brackets must vanish. Since $1/3^{3/2}=\sqrt3/9$,

$$b_2=\frac1{\sqrt8},\qquad
b_3=\frac{2}{8}-\frac1{3^{3/2}}=\frac14-\frac{\sqrt3}9 .$$

Now take the logarithm, using $\ln(1+u)=u-u^2/2+O(u^3)$ with $u=b_2r+b_3r^2$:

$$\eta=\ln z=\ln r+\ln(1+b_2r+b_3r^2+\dots)
=\ln r+b_2r+\left(b_3-\frac{b_2^2}{2}\right)r^2+O(r^3).$$

Because $b_2^2/2=1/16$, the result is

$$\eta=\ln r+\frac r{\sqrt8}+A_2r^2+O(r^3),\qquad
A_2=\frac3{16}-\frac{\sqrt3}9 . \tag{5}$$

The first two terms are (1). The correction is positive: to hold the same density in spite of exclusion, the Fermi energy must lie higher than the Boltzmann law puts it.

The next coefficient is a difference of two nearly equal numbers, $A_2=0.18750-0.19245=-0.00495$. This makes (1) more accurate than its order alone suggests. The logarithmic form is part of the benefit. Had one stopped at $z=r+r^2/\sqrt8$ and taken its logarithm unexpanded, the leading omitted term in $\eta$ would be $b_3r^2=0.0575\,r^2$, more than ten times larger than $A_2r^2$ in magnitude.

### Accuracy at low and moderate density

Define the error of the approximation as

$$\Delta=\eta_1-\eta=|A_2|r^2+O(r^3).$$

It is the error of the Fermi energy in units of $kT$, and its leading term is positive. If an error $\varepsilon$ is allowed, this term alone suggests the limit

$$r\approx\sqrt{\varepsilon/|A_2|}. \tag{6}$$

For $\varepsilon=0.01$ this gives $r\approx1.42$, already beyond the point $r=0.765$ at which series (4) stops converging. There is no contradiction. Equation (1) is a finite expression that can be evaluated at any positive $r$. But no bound on its error has been derived here, so its accuracy at such densities is found by comparison with (2).

For an example take $m$ equal to the free-electron mass and $T=300$ K. Then $kT=25.85$ meV and $N_c=2.509\times10^{19}$ cm$^{-3}$. The reference values of $\eta$ come from adaptive quadrature of (2), combined with a bracketing root search.

At $n=10^{19}$ cm$^{-3}$ the reduced density is $r=1/2.5094=0.3985$. The first-order result is

$$\eta_1=-0.92005+0.14089=-0.77916,$$

and the numerical solution is $\eta=-0.77993$. The error is $7.8\times10^{-4}\,kT$, or 0.020 meV. The Boltzmann law, which keeps only the logarithm, is too low by $0.14\,kT$.

At $n=10^{20}$ cm$^{-3}$, $r=3.985$ and the Fermi energy lies inside the band:

$$\eta_1=1.3825+1.4089=2.7914,\qquad \eta=2.7212 .$$

The error has grown to $0.070\,kT$, or 1.8 meV. The Boltzmann law is now too low by $1.34\,kT$. The leading estimate $|A_2|r^2$ is 0.079, somewhat above the actual error, so higher terms have begun to matter.

### Freeze-out and the meaning of the density

The density in $r$ is that of mobile electrons, not of dopants. Suppose isolated donors of density $N_D$ have one bound level at energy $E_b$ below the band edge, with spin degeneracy two, and there are no acceptors. The ratio of neutral to ionized donors is $2e^{\eta+E_b/kT}$, and charge neutrality reads

$$n=\frac{N_D}{1+2e^{\eta+E_b/kT}} .$$

In the range of (1) one may replace $e^\eta$ by $re^{r/\sqrt8}$, which leaves one equation for $n$. Inserting $N_D$ for $n$ in (1) would be justified only if nearly all donors were ionized.

Cooling lowers $N_c$, which by itself would raise $r$. As long as nearly all donors stay ionized and $n$ hardly changes, $r$ does rise. At low enough temperature freeze-out wins. Since $f<ze^{-x}$, equation (3) with $j=1$ gives $r<z=e^\eta$. Neutrality then implies $2nre^{E_b/kT}<N_D$, and with $n=N_cr$,

$$r<\sqrt{\frac{N_D}{2N_c}}\;e^{-E_b/2kT}.$$

The exponential falls faster than any power of $T$, whereas $N_c^{-1/2}$ grows only as $T^{-3/4}$. Hence $r\to0$ as $T\to0$, and the correction vanishes. The argument requires a fixed positive binding energy, so it does not apply to donors so dense that their electrons remain mobile when cold.

## Second derivation: exclusion in the slope, and the degenerate limit

The symbols are those of the first half: $\eta=(E_F-E_c)/kT$, $z=e^\eta$, and $r=n/N_c$, where $n$ is the mobile density and $N_c=2(2\pi mkT/h^2)^{3/2}$. The state count gave

$$r=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,f\,dx,\qquad
f=\frac{ze^{-x}}{1+ze^{-x}},$$

and inversion of its power series gave $\eta=\ln r+r/\sqrt8+A_2r^2+O(r^3)$, with $A_2=3/16-\sqrt3/9=-0.00495$. The first-order approximation is $\eta_1=\ln r+r/\sqrt8$, and its error is $\Delta=\eta_1-\eta$. The integral of $\sqrt x\,e^{-jx}$ with the prefactor $2/\sqrt\pi$ equals $j^{-3/2}$.

### An equation for the slope

The same correction can be obtained without a series for the density and without inverting one. Begin with the response of one state to a change in Fermi energy. From $f=(1+e^{x-\eta})^{-1}$,

$$\frac{\partial f}{\partial\eta}
=\frac{e^{x-\eta}}{(1+e^{x-\eta})^2}=f(1-f).$$

The factor $1-f$ expresses exclusion: a state that is already likely to be full can gain little. The product is also the variance of the state's occupation. An occupation number $N$ is zero or one, so $N^2=N$, and the variance is $\langle N\rangle-\langle N\rangle^2=f-f^2$.

Multiply by $(2/\sqrt\pi)\sqrt x$ and integrate. The exponential decay at large $x$ permits differentiation under the integral, and

$$\frac{dr}{d\eta}=r-q,\qquad q=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,f^2dx .$$

Define $s=q/r$. This is the mean of $f$ over the occupied states, and it measures how strongly the electrons block one another. Since $0<f<1$, also $0<s<1$. Taking the reciprocal of $dr/d\eta=r(1-s)$ gives

$$r\frac{d\eta}{dr}=\frac1{1-s}. \tag{7}$$

Within the model this holds at every density.

### Bounds at low density

The denominator of $f$ lies between $1$ and $1+z$. Hence

$$\frac{ze^{-x}}{1+z}\le f\le ze^{-x}.$$

Integrating $f$ and $f^2$ with the weights above gives

$$\frac z{1+z}\le r\le z,\qquad
\frac{z^2}{\sqrt8\,(1+z)^2}\le q\le\frac{z^2}{\sqrt8}. \tag{8}$$

The factor $1/\sqrt8=2^{-3/2}$ comes from the integral of $\sqrt x\,e^{-2x}$. Dividing the smallest $q$ by the largest $r$, and the largest $q$ by the smallest $r$, yields

$$\frac z{\sqrt8\,(1+z)^2}\le s\le\frac{z(1+z)}{\sqrt8}.$$

Both bounds are $z/\sqrt8+O(z^2)$. The bounds on $r$ also give $z=r+O(r^2)$, so $s=r/\sqrt8+O(r^2)$. Insert this in (7), subtract one and divide by $r$:

$$\frac{d}{dr}(\eta-\ln r)=\frac1r\,\frac{s}{1-s}=\frac1{\sqrt8}+O(r).$$

The slope leaves a constant of integration to be fixed. Taking logarithms in $z/(1+z)\le r\le z$ gives

$$0\le\eta-\ln r\le\ln(1+z),$$

and the right side vanishes at zero density. Integration from zero to $r$ therefore yields

$$\eta=\ln r+\frac r{\sqrt8}+O(r^2),$$

which is the first Joyce-Dixon result again.

### Why the next coefficient is small

Equation (7) also shows which two effects nearly cancel in $A_2$. Expand the square of the occupation for small $z$:

$$f^2=z^2e^{-2x}(1+ze^{-x})^{-2}=z^2e^{-2x}-2z^3e^{-3x}+O(z^4).$$

Integration gives

$$q=\frac{z^2}{\sqrt8}-\frac{2z^3}{3^{3/2}}+O(z^4).$$

The first-order result supplies $z=re^{r/\sqrt8+\dots}=r+r^2/\sqrt8+O(r^3)$, so that $z^2=r^2+2r^3/\sqrt8+O(r^4)$. Dividing $q$ by $r$,

$$s=\frac r{\sqrt8}+\left(\frac14-\frac{2\sqrt3}9\right)r^2+O(r^3)
=\frac r{\sqrt8}-0.1349\,r^2+O(r^3).$$

Blocking grows more slowly than linearly, since occupations saturate. But the slope contains $1/(1-s)=1+s+s^2+\dots$, and $s^2$ adds $r^2/8=0.1250\,r^2$. The sum is

$$r\frac{d\eta}{dr}=1+\frac r{\sqrt8}-0.0099\,r^2+O(r^3).$$

The last coefficient is $2A_2$, as differentiation of $A_2r^2$ requires. Saturation of $s$ and the growth of the reciprocal almost compensate at this order. This identifies the two contributions; it does not show that they had to be nearly equal.

### What each derivation assumes

Both derivations assume independent electrons in equilibrium, Fermi-Dirac occupation, and a density of states proportional to $\sqrt x$ from a sharp edge. They use these assumptions differently.

The first expands the Fermi function, which requires $z<1$, and then relies on the existence of an inverse power series near zero density. In return it gives as many coefficients as one cares to match. The second needs neither expansion for the first correction. It uses the slope identity and the bounds (8), and it needs the Boltzmann limit to fix the constant of integration. The bounds hold for every positive $z$, but they become too loose to determine $\eta$ once $z$ is not small.

The slope identity does not depend on the parabolic shape. That shape enters through the number $2^{-3/2}$. If the density of states were proportional to $x^a$ with $a>-1$, and $r$ were again normalized so that $r\to z$ at low density, the same argument would give the coefficient

$$\frac{\int_0^\infty x^ae^{-2x}dx}{\int_0^\infty x^ae^{-x}dx}=2^{-(a+1)} .$$

For $a=1/2$ this is $1/\sqrt8$. For a two-dimensional parabolic band, where $a=0$, it is $1/2$. A nonparabolic band or a band tail therefore changes the correction itself, not just the value of $N_c$.

### The true high-density law

For $\eta\gg1$, integrate the density by parts. The boundary terms vanish, because $x^{3/2}$ is zero at the edge and $f$ decays exponentially at large $x$:

$$r=\frac4{3\sqrt\pi}\int_0^\infty x^{3/2}\left(-\frac{\partial f}{\partial x}\right)dx .$$

With $x=\eta+t$, the bracket becomes $w(t)=e^t/(1+e^t)^2$, an even function with unit area, concentrated near $t=0$. Extending the lower limit from $t=-\eta$ to $-\infty$ in the expanded integrand changes the result by exponentially small terms. Expand

$$(\eta+t)^{3/2}=\eta^{3/2}\left(1+\frac{3t}{2\eta}+\frac{3t^2}{8\eta^2}+\dots\right).$$

Odd powers integrate to zero. For the quadratic term, the expansion $w=\sum_{j\ge1}(-1)^{j+1}je^{-jt}$ at $t>0$ gives

$$\int_{-\infty}^{\infty}t^2w\,dt
=2\sum_{j\ge1}(-1)^{j+1}j\,\frac2{j^3}
=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}3 .$$

Hence

$$r=\frac4{3\sqrt\pi}\,\eta^{3/2}\left[1+\frac{\pi^2}{8\eta^2}+O(\eta^{-4})\right].$$

Let $\eta_0=(3\sqrt\pi\,r/4)^{2/3}$, the value obtained from the first term alone. Raising the equation to the power $2/3$ gives $\eta_0=\eta+\pi^2/(12\eta)+O(\eta^{-3})$, and therefore

$$\eta=\eta_0-\frac{\pi^2}{12\eta_0}+O(\eta_0^{-3}). \tag{9}$$

This is the $r^{2/3}$ law required by dimensions. It shows the failure of $\eta_1$ in three ways. The error obeys $\Delta/r\to1/\sqrt8$. The ratio $\eta_1/\eta$ grows as $r^{1/3}$. And the true slope $d\eta/dr\approx2\eta_0/(3r)$ falls as $r^{-1/3}$, whereas the approximate slope $1/r+1/\sqrt8$ never falls below $1/\sqrt8$.

### The breakdown in numbers

Return to the band with the free-electron mass at 300 K. At $n=10^{21}$ cm$^{-3}$, $r=39.85$ and

$$\eta_1=3.685+14.089=17.774,\qquad \eta=14.046 .$$

The second value is the numerical inversion of the Fermi integral. The error is $3.73\,kT$, or 96 meV. Equation (9) gives $14.105-0.058=14.047$, in close agreement with the numerical value. At this density the linear term alone happens to lie near the true $\eta$, so the error is close to the logarithm, and slightly larger than it. At still higher densities the excess of the linear term takes over.

Adding $A_2r^2$ does not cure the failure. At $10^{20}$ cm$^{-3}$ it reduces the error from $0.070\,kT$ to $-0.008\,kT$. At $10^{21}$ cm$^{-3}$ it contributes $-7.86$ and gives $\eta=9.91$, an error of $-4.13\,kT$, slightly larger in magnitude than before. As $r$ grows further, the negative quadratic term drives this approximation to $-\infty$.

Solving numerically for the densities at which the error reaches a chosen size gives the following limits. The Boltzmann error is taken in magnitude.

| Error ($kT$) | Boltzmann, $n$ (cm$^{-3}$) | First order, $n$ (cm$^{-3}$) | $\eta$ at first-order limit |
|---|---|---|---|
| 0.01 | $7.1\times10^{17}$ | $3.6\times10^{19}$ | 0.88 |
| 0.1 | $7.1\times10^{18}$ | $1.2\times10^{20}$ | 3.17 |
| 1 | $7.4\times10^{19}$ | $4.4\times10^{20}$ | 8.03 |

In reduced density the first-order limits are $r=1.45$, $4.81$ and $17.5$. Estimate (6) gives $1.42$, $4.49$ and $14.2$, so it is cautious in these cases. At 74 sampled densities from $r=0.018$ to $1.2\times10^5$, $\Delta$ was positive and increased from each point to the next. This is numerical evidence over that range, not a proof for every density.

The slope also enters transport. Near equilibrium the electron current is $J=\mu n\,dE_F/dX$, where $\mu$ is the mobility and $X$ the position. At uniform $T$ and $N_c$, its part due to a density gradient is $\mu nkT(d\eta/dn)\,dn/dX$. Setting this equal to $eD\,dn/dX$, with $D$ the diffusion coefficient, gives

$$\frac{eD}{\mu kT}=n\frac{d\eta}{dn}=r\frac{d\eta}{dr}.$$

At $10^{20}$ cm$^{-3}$ this ratio is 2.28, and the first-order form gives 2.41. At $10^{21}$ cm$^{-3}$ the values are 9.44 and 15.09.

Large $r$ can also be reached by cooling, if the carriers stay mobile. At fixed $n$, a hundredfold drop in temperature raises $r$ by $100^{3/2}=1000$. At $r=10^3$ the numerical $\eta$ is 121, while $\eta_1=360$. The isolated donors of the first half do not lead there. While at least half of them are ionized, neutrality requires $2e^{\eta+E_b/kT}\le1$, and since $r<e^\eta$, $r$ stays below one half. Below half ionization $r$ can still rise for a while on cooling, because $N_c$ keeps falling, but the freeze-out bound $r<\sqrt{N_D/2N_c}\,e^{-E_b/2kT}$ holds at every temperature. Since $N_c\propto T^{3/2}$, this bound is largest at $kT=2E_b/3$, where it gives $r<0.45\sqrt{N_D/N_c^*}$, with $N_c^*$ the value of $N_c$ at $kT=E_b$. For hydrogenic donors of Bohr radius $a$ in one valley, $N_c^*=0.045/a^3$, and the donors stay isolated only below about $N_Da^3\approx0.26^3$, so $N_D/N_c^*<0.4$ and $r$ stays below $0.3$. At low enough temperature the same bound drives $r$ to zero.

These figures describe the ideal band. In a heavily doped crystal, carrier interactions, gap narrowing, band tails and nonparabolicity also move the Fermi energy relative to the band edge. A small $\Delta$ therefore means that the Fermi integral has been inverted well, not that the ideal band describes the crystal equally well.
